# Excitation energy versus cavity length for an electron in a vacancy

## Result

An electron of mass $m$ in a cube of edge $L$, with walls of height $V_0$, has the lowest excitation energy

$$
\Delta E=\frac{3h^2}{8mL^2}\left[1-\frac{4\delta}{L}+O\!\left(\frac{\delta^2}{L^2}\right)\right],
\qquad
\delta=\frac{\hbar}{\sqrt{2mV_0}} .
$$

The leading term belongs to impenetrable walls and varies as $L^{-2}$. The correction describes leakage of the wave function into the walls, over a distance of about $\delta$. A more accurate form, to be derived below, replaces $L$ by $L+2\delta$:

$$
\Delta E\simeq\frac{3h^2}{8m(L+2\delta)^2},
\qquad
\frac{d\ln\Delta E}{d\ln L}\simeq-\frac{2L}{L+2\delta}.
$$

For an edge of 0.50 nm the hard-wall estimate is 4.5 eV. Walls 10 eV high, in the separable form defined below, lower it to 2.8 eV and change the local exponent from $-2$ to about $-1.5$.

The cavity is a simple picture of an oxygen vacancy holding one electron. The model uses the free-electron mass and a flat potential inside, and keeps the cavity fixed during the excitation. It leaves out the Coulomb field of the ions, polarization, lattice relaxation, and the second electron of a neutral vacancy. It therefore estimates a scale and a trend, not the spectrum of a particular oxide.

## Why hard walls give an inverse square

Inside a hard-wall cavity the potential is zero, and $\psi=0$ on the wall:

$$
-\frac{\hbar^2}{2m}\nabla^2\psi=E\psi .
$$

Measure position in units of the cavity length, $\mathbf r=L\mathbf u$. Each derivative with respect to $\mathbf r$ brings a factor $1/L$, so $\nabla^2=L^{-2}\nabla_u^2$. Multiplication by $2mL^2/\hbar^2$ gives

$$
-\nabla_u^2\psi=\varepsilon\psi,
\qquad
E=\frac{\hbar^2}{2mL^2}\,\varepsilon .
$$

The scaled cavity has a fixed size, so the numbers $\varepsilon$ depend on its shape and not on $L$. Every energy difference varies as $L^{-2}$ when the cavity grows without changing shape.

A finite wall height adds the term $2mV_0L^2/\hbar^2=(L/\delta)^2$ to the scaled equation outside the cavity. Now $\varepsilon$ depends on $L/\delta$, and the pure power law is lost. The small parameter of the hard-wall limit is $\delta/L$.

## The leading term for a cube

Let the cube occupy $0<x,y,z<L$. Write $\psi=X(x)Y(y)Z(z)$ and divide the Schrödinger equation by $\psi$. The result is a sum of three terms, each depending on one coordinate, so each term is constant. For $x$ this means $X''=-k^2X$. The condition $X(0)=0$ selects $\sin kx$, and $X(L)=0$ requires $kL=n\pi$ with $n=1,2,3,\ldots$ The normalized functions are

$$
X_n(x)=\sqrt{\frac2L}\,\sin\frac{n\pi x}{L}.
$$

Adding the three kinetic energies and using $\hbar=h/2\pi$ gives

$$
E=\frac{\hbar^2\pi^2}{2mL^2}(n_x^2+n_y^2+n_z^2)
=\frac{h^2}{8mL^2}(n_x^2+n_y^2+n_z^2).
$$

The ground state is $(1,1,1)$, with sum of squares 3. The smallest increase raises one quantum number to 2, which gives the sum $4+1+1=6$. Three states share this level, one for each direction. Hence

$$
\Delta E_0=\frac{h^2}{8mL^2}(6-3)=\frac{3h^2}{8mL^2}.
$$

### Can light drive this transition?

For light polarized along $x$, the dipole matrix element contains

$$
\langle1|x|2\rangle=\frac2L\int_0^L x\sin\frac{\pi x}{L}\sin\frac{2\pi x}{L}\,dx .
$$

The identity $2\sin a\sin b=\cos(a-b)-\cos(a+b)$ turns this into

$$
\langle1|x|2\rangle=\frac1L\int_0^L x\left[\cos\frac{\pi x}{L}-\cos\frac{3\pi x}{L}\right]dx .
$$

For odd $p$, integration by parts gives

$$
\int_0^L x\cos\frac{p\pi x}{L}\,dx
=\frac{L^2}{p^2\pi^2}(\cos p\pi-1)=-\frac{2L^2}{p^2\pi^2},
$$

because the boundary term contains $\sin p\pi=0$. Therefore

$$
\langle1|x|2\rangle=-\frac{2L}{\pi^2}\left(1-\frac19\right)=-\frac{16L}{9\pi^2}.
$$

The element is nonzero, so the transition is allowed. At $L=0.50$ nm its magnitude is 0.090 nm. The next level, $(2,2,1)$, differs from the ground state in two coordinates. The dipole operator acts on one coordinate at a time, and the other changed factor gives $\langle1|2\rangle=0$. That transition is forbidden in this model.

## How much the shape matters

A sphere of radius $R$ shows how the prefactor depends on shape. With radial function $u(r)/r$ and angular momentum $\ell$,

$$
u''=\left[\frac{\ell(\ell+1)}{r^2}-k^2\right]u,
\qquad u(0)=u(R)=0 .
$$

For $\ell=0$ the solution is $\sin kr$, and the ground state has $kR=\pi$. For $\ell=1$ set $\rho=kr$ and take

$$
u=\frac{\sin\rho}{\rho}-\cos\rho .
$$

Two derivatives with respect to $\rho$ give

$$
u''=\frac{2\sin\rho}{\rho^3}-\frac{2\cos\rho}{\rho^2}-\frac{\sin\rho}{\rho}+\cos\rho
=\left(\frac2{\rho^2}-1\right)u,
$$

which is the required equation. Near the origin $u\approx\rho^2/3$, so the solution is regular. The wall condition is $\tan\rho=\rho$ at $\rho=kR$. Its first positive root, found numerically by bracketing, is $x_1=4.4934$.

This is the first excited level. The second $\ell=0$ level has $kR=2\pi>x_1$, and a larger $\ell$ raises the centrifugal term everywhere and so raises the lowest level. Thus

$$
\Delta E_{\rm sphere}=\frac{\hbar^2}{2mR^2}(x_1^2-\pi^2).
$$

A sphere with the volume of the 0.50 nm cube satisfies $4\pi R^3/3=L^3$, so $R=0.310$ nm. Its excitation energy is 4.09 eV, or 0.91 of the cube value. This change of shape alters the estimate by about 9% and leaves the exponent at $-2$.

## The first correction: walls of finite height

### The wall condition

Use the potential $V(x)+V(y)+V(z)$, where $V=0$ for a coordinate inside $(0,L)$ and $V=V_0$ outside. It separates as before. Beyond a face the potential is $V_0$; beyond an edge or corner it is $2V_0$ or $3V_0$. This choice keeps the algebra one-dimensional and differs from a cube surrounded everywhere by $V_0$. The difference is small when the walls are high and grows as the cavity shrinks. For 10 eV walls, a numerical solution of the uniformly surrounded cube gives gaps of 3.69, 2.75 and 2.09 eV at $L=0.40$, 0.50 and 0.60 nm, against 3.84, 2.79 and 2.11 eV for the separable form. Its local exponent at 0.50 nm is $-1.44$ instead of $-1.50$.

The lowest excitation changes one factor from $n=1$ to $n=2$. The energies of the other two factors cancel, so $\Delta E=E_2-E_1$, where $E_n=\hbar^2k_n^2/2m$ are levels of one well.

Define $k_0=\sqrt{2mV_0}/\hbar=1/\delta$ and $\kappa=\sqrt{k_0^2-k^2}$. The wave function is

- $e^{\kappa x}$ for $x<0$, up to a constant;
- $\sin(kx+\varphi)$ inside;
- $e^{-\kappa x}$ for $x>L$, up to a constant.

Continuity of $\psi'/\psi$ at $x=0$ gives $k\cot\varphi=\kappa$, or $\tan\varphi=k/\kappa$. Since $k^2+\kappa^2=k_0^2$, this means $\varphi=\arcsin(k/k_0)$. At $x=L$ the condition is $k\cot(kL+\varphi)=-\kappa$, so $\tan(kL+\varphi)=-\tan\varphi$ and $kL+\varphi=n\pi-\varphi$. Therefore

$$
kL=n\pi-2\arcsin\frac{k}{k_0}.
$$

### Expansion for high walls

For $k\ll k_0$, use $\arcsin s=s+s^3/6+\cdots$ with $s=k/k_0=k\delta$:

$$
k(L+2\delta)=n\pi-\frac{(k\delta)^3}{3}+\cdots .
$$

Without the cubic term, $k=n\pi/(L+2\delta)$. This is a hard-wall box lengthened by $\delta$ at each end. Hence

$$
\Delta E\simeq\frac{3h^2}{8m(L+2\delta)^2}
=\frac{3h^2}{8mL^2}\left(1-\frac{4\delta}{L}+\frac{12\delta^2}{L^2}-\cdots\right).
$$

The cubic term shows how good the longer-box form is. Let $q=\delta/(L+2\delta)$. Inserting $k\delta\approx n\pi q$ in the small term gives

$$
k\simeq\frac{n\pi}{L+2\delta}\left(1-\frac{n^2\pi^2q^3}{3}\right),
\qquad
k^2\simeq\frac{n^2\pi^2}{(L+2\delta)^2}\left(1-\frac{2n^2\pi^2q^3}{3}\right).
$$

In the difference of the two levels, the leading terms give $4-1=3$ and the corrections give $16-1=15$. Dividing by 3,

$$
\Delta E\simeq\frac{3h^2}{8m(L+2\delta)^2}\left(1-\frac{10\pi^2}{3}q^3\right).
$$

The longer-box form thus contains the first two corrections in $\delta/L$, and its relative error begins at third order. The coefficient, about 33, is large, so $q$ must be quite small before that error is negligible.

### The exponent without expansion

Differentiate $kL+2\arcsin(k/k_0)=n\pi$ with respect to $L$ at fixed $V_0$:

$$
k+L\frac{dk}{dL}+\frac{2}{\kappa}\frac{dk}{dL}=0,
\qquad
\frac{d\ln k_n}{d\ln L}=-f_n,
\qquad
f_n=\frac{L}{L+2/\kappa_n}.
$$

Since $E_n\propto k_n^2$,

$$
\frac{d\ln\Delta E}{d\ln L}=-2\,\frac{E_2f_2-E_1f_1}{E_2-E_1}.
$$

The upper state lies closer to the top of the wall. It has the smaller $\kappa$, leaks farther, and has $f_2<f_1<1$. The fraction is then less than $f_2$, and the exponent lies above $-2$ for any finite $V_0$ that binds both levels.

## The opposite limit: a very small cavity

The second level reaches the top of the well when $k=k_0$. Its wall condition becomes $k_0L=2\pi-\pi=\pi$, so two bound levels of the one-dimensional well require $L>\pi\delta$. For $V_0=10$ eV this is about 0.19 nm.

As $L$ falls toward this value, $\kappa_2\to0$ and $f_2\to0$. The exponent formula then gives a positive value, $2E_1f_1/(E_2-E_1)$. The upper level has almost stopped rising while the lower one still rises, so the gap shrinks as the cavity shrinks. The inverse-square trend has reversed. The hard-wall formula cannot show this, since its gap always grows as $L$ falls. It also ignores the fact that two levels bound in the same one-dimensional well differ by less than $V_0$, although that limit alone does not require a reversal.

For 10 eV walls the separable gap peaks near $L=0.21$ nm. A reversal over this range of lengths depends on the separable potential, whose walls are higher beyond the edges and corners. In a cube surrounded everywhere by $V_0$, the total energy of all three coordinates must stay below $V_0$. For 10 eV walls the excited state is then no longer bound below about $L=0.317$ nm, well before the cavity is small enough for the reversal described here. The gap of that cube flattens as the threshold is approached. Its exponent turns slightly positive only within about 0.002 nm of the threshold, where the gap stays close to 4.4 eV.

## Worked example

Take round cavity lengths from 0.40 to 0.60 nm. The constant $h^2/(8m)$ is $0.3760\ \mathrm{eV\,nm^2}$. At $L=0.50$ nm,

$$
\Delta E_0=\frac{3(0.3760)}{(0.50)^2}\ \mathrm{eV}=4.51\ \mathrm{eV}
=7.23\times10^{-19}\ \mathrm{J}.
$$

The corresponding photon wavelength, $\lambda=hc/\Delta E_0=8mcL^2/(3h)$, is 275 nm, in the ultraviolet.

For $V_0=10$ eV, the relation $\hbar^2/2m=h^2/(8\pi^2m)$ gives

$$
\delta=\frac1\pi\sqrt{\frac{0.3760}{10}}\ \mathrm{nm}=0.0617\ \mathrm{nm}.
$$

Solving the wall condition numerically with a bracketing root finder gives these energies in eV:

| $L$ (nm) | hard-wall gap | $E_1$ | $E_2$ | finite-wall gap |
|---|---|---|---|---|
| 0.40 | 7.05 | 1.357 | 5.199 | 3.84 |
| 0.50 | 4.51 | 0.961 | 3.755 | 2.79 |
| 0.60 | 3.13 | 0.715 | 2.821 | 2.11 |

At 0.50 nm the finite walls lower the gap by 38% relative to hard walls. The three levels of approximation compare as follows.

- The first correction alone gives $4.51(1-4\times0.0617/0.50)=2.28$ eV, which is 18% below the root-finding result.
- The longer box has length $0.50+2(0.0617)=0.623$ nm and gives 2.90 eV, which is 4% above it.
- With $q=0.0617/0.623=0.099$, the cubic term lowers 2.90 eV by about 3%, to 2.81 eV.

The plain expansion does poorly because $4\delta/L=0.49$ is not small. The longer-box form is the better hand estimate.

For the local exponent, $\kappa_n^{-1}=\delta/\sqrt{1-E_n/V_0}$ gives $\kappa_1^{-1}=0.065$ nm and $\kappa_2^{-1}=0.078$ nm. Hence $f_1=0.794$, $f_2=0.762$, and

$$
-2\,\frac{3.755(0.762)-0.961(0.794)}{2.794}=-1.50 .
$$

The longer-box value is $-1.60$; it misses the extra leakage of the upper state. Between 0.40 and 0.60 nm the average exponent is $\ln(2.106/3.842)/\ln(0.60/0.40)=-1.48$. Raising the walls to 1000 eV brings the local exponent at 0.50 nm to $-1.95$, close to the hard-wall limit.

## Cavity spread and the Mollwo-Ivey trend

For hard walls, a small change $\Delta L$ gives

$$
\frac{\Delta E_0(L+\Delta L)}{\Delta E_0(L)}
=\left(1+\frac{\Delta L}{L}\right)^{-2}
\approx1-\frac{2\Delta L}{L}.
$$

Lengthening the 0.50 nm cavity by 0.01 nm, or 2%, lowers the energy by 0.175 eV, or 3.9%. The linear rule predicts 0.180 eV, or 4%. In an amorphous oxide the vacancies do not all have the same surroundings. If this is represented by a narrow spread of cavity lengths, the relative spread in excitation energy is about twice the relative spread in length. For the separable 10 eV walls the factor is about 1.5 at 0.50 nm, and it runs from 1.3 to 1.6 between 0.40 and 0.60 nm.

The Mollwo-Ivey relation is an empirical power law between the absorption energy of colour centres in alkali halides and the ion spacing $d$, with an exponent of roughly $-1.8$. To compare it with the cavity model, $L$ must be related to $d$. If $L=\alpha d$ with constant $\alpha$, the exponent is unchanged. If $L=\alpha d+b$, then

$$
\frac{d\ln L}{d\ln d}=\frac{\alpha d}{\alpha d+b},
$$

and a positive $b$ weakens the dependence on $d$, much as the added length $2\delta$ does. Wall leakage moves the exponent in the observed direction, but this agreement does not show that leakage is the cause. The effects left out of the model can also change with ion spacing.

Numbers in the example were calculated in double precision.
